\section*{Phonon Scattering by Random Atomic Masses in a Debye Solid, part 2}

A harmonic crystal whose atoms differ in mass but not in chemical bonding scatters its own lattice waves. We ask how fast a phonon is lost, how the rate depends on frequency, and what this means for heat conduction.

The crystal has $N$ atoms at sites $\mathbf R_i$, one per primitive cell of volume $V_0$, with periodic boundary conditions. The masses $m_i$ are independent random variables with mean $\bar m$. With $\varepsilon_i=m_i/\bar m-1$ and angle brackets for the average over the mass distribution, $\Gamma=\langle\varepsilon_i^2\rangle$. The algebra uses $\hbar=1$.

The modes $\lambda=(\mathbf k,j)$ of the uniform crystal have frequency $\omega=v_jk$, $k=|\mathbf k|$, and real unit polarization $\mathbf e$. One branch is longitudinal (velocity $v_L$, $\mathbf e$ along $\mathbf k$). Two are transverse (velocity $v_T$, polarizations perpendicular to $\mathbf k$ and to each other). Primes denote quantities of the mode $\lambda'$. The sphere $k=\omega/v_j$ lies inside the first Brillouin zone for every branch.

To leading order in the mass deviations, collisions change the average occupations $n_\lambda$ as
\begin{equation}
\left(\frac{dn_\lambda}{dt}\right)_{\rm coll}=-\sum_{\lambda'}w_{\lambda\lambda'}(n_\lambda-n_{\lambda'}),\qquad
w_{\lambda\lambda'}=\frac{\pi\Gamma\omega^2}{2N}(\mathbf e\cdot\mathbf e')^2\delta(\omega'-\omega).
\label{eq:recap}
\end{equation}

If a fraction $x$ of the atoms have $r$ times the mass of the rest,
\begin{equation}
\Gamma=\frac{x(1-x)(r-1)^2}{[1+x(r-1)]^2}.
\label{eq:Gamma}
\end{equation}
Relative to the leading rate, the third-order correction scales as
\begin{equation}
\frac{\langle\varepsilon_i^3\rangle}{\Gamma}=\frac{(1-2x)(r-1)}{1+x(r-1)} ,
\label{eq:skew}
\end{equation}
times a frequency-dependent factor that is not calculated here.

With annihilation and creation operators $a_\lambda$, $a_\lambda^\dagger$, and the uniform translations at $\mathbf k=0$ left out, the atomic displacements and momenta are
\begin{equation}
\mathbf u_i=\sum_\lambda\frac{\mathbf e_\lambda}{\sqrt{2N\bar m\omega_\lambda}}
\left(a_\lambda e^{i\mathbf k\cdot\mathbf R_i}+a_\lambda^\dagger e^{-i\mathbf k\cdot\mathbf R_i}\right).
\label{eq:u}
\end{equation}
\begin{equation}
\mathbf p_i=-i\sum_\lambda\sqrt{\frac{\bar m\omega_\lambda}{2N}}\;\mathbf e_\lambda
\left(a_\lambda e^{i\mathbf k\cdot\mathbf R_i}-a_\lambda^\dagger e^{-i\mathbf k\cdot\mathbf R_i}\right).
\label{eq:p}
\end{equation}

\subsection*{(e) The total scattering rate}

\textbf{Question.} The coefficient of $-n_\lambda$ in Eq.~\eqref{eq:recap} is the total rate $1/\tau=\sum_{\lambda'}w_{\lambda\lambda'}$. Evaluate it for any initial polarization and direction.

\textbf{Solution.} Wave vectors have density $NV_0/(2\pi)^3$ in $\mathbf k$ space. In branch $j'$, $k'=\omega'/v_{j'}$, so
\begin{equation}
\sum_{\mathbf k'}\to\frac{NV_0}{8\pi^3}\int k'^2dk'\,d\Omega'
=\frac{NV_0}{8\pi^3v_{j'}^3}\int\omega'^2d\omega'\,d\Omega' .
\end{equation}
The delta function sets $\omega'=\omega$. The rate into solid angle $d\Omega'$ of branch $j'$ is
\begin{equation}
\frac{\pi\Gamma\omega^2}{2N}\,\frac{NV_0\,\omega^2}{8\pi^3v_{j'}^3}(\mathbf e\cdot\mathbf e')^2d\Omega'
=\frac{V_0\Gamma\omega^4}{16\pi^2v_{j'}^3}(\mathbf e\cdot\mathbf e')^2d\Omega' .
\label{eq:diff}
\end{equation}

For longitudinal final states $\mathbf e'$ is the unit vector $\mathbf n'$ along $\mathbf k'$. By isotropy the average of $n'_\alpha n'_\beta$ over directions is a multiple of $\delta_{\alpha\beta}$. Its trace is 1, so the multiple is $1/3$ and
\begin{equation}
\int(\mathbf e\cdot\mathbf n')^2d\Omega'=\frac{4\pi}{3}.
\end{equation}
The three polarizations at a given $\mathbf k'$ form an orthonormal basis. The two transverse ones together give $1-(\mathbf e\cdot\mathbf n')^2$, whose integral is $4\pi-4\pi/3=8\pi/3$. Hence
\begin{equation}
\sum_{j'}\int\frac{(\mathbf e\cdot\mathbf e')^2}{v_{j'}^3}\,d\Omega'
=\frac{4\pi}{3}\left(\frac1{v_L^3}+\frac2{v_T^3}\right)=\frac{4\pi}{v^3},
\end{equation}
with the Debye mean velocity $v$ defined by
\begin{equation}
\frac3{v^3}=\frac1{v_L^3}+\frac2{v_T^3}.
\label{eq:vD}
\end{equation}
Multiplication by $V_0\Gamma\omega^4/(16\pi^2)$ gives
\begin{equation}
\boxed{\;\frac1\tau=\frac{V_0\,\Gamma\,\omega^4}{4\pi v^3}\;}
\label{eq:result}
\end{equation}

The initial vector $\mathbf e$ has dropped out: longitudinal and transverse phonons of the same frequency are lost at the same rate. The velocity in the formula describes the available final states, not the speed of the incoming wave. Two powers of $\omega$ come from the squared matrix element, and two from the number of final states per frequency interval. The rate is that of the occupation, which is quadratic in the wave amplitude, so the amplitude decays at $1/(2\tau)$.

The weakness of the damping is seen from
\begin{equation}
\frac1{\omega\tau}=\frac{\Gamma}{4\pi}\,V_0\left(\frac{\omega}{v}\right)^3 .
\end{equation}
The wave is well defined when this ratio is small. Long waves satisfy the condition best. At shorter wavelengths real branches bend away from $\omega=v_jk$. The final-state density and the polarizations then differ from those used here, and Eq.~\eqref{eq:result} loses its basis.

\subsection*{(f) Relaxation of the heat current}

\textbf{Question.} The term $+\sum_{\lambda'}w_{\lambda\lambda'}n_{\lambda'}$ in Eq.~\eqref{eq:recap} returns phonons to mode $\lambda$. Does it change the relaxation rate of a heat current?

\textbf{Solution.} Write $n_\lambda=n^0(\omega)+g_\lambda$, where $n^0$ is the equilibrium occupation. Since $n^0$ depends on frequency alone, it cancels from the elastic collision term:
\begin{equation}
\left(\frac{dn_\lambda}{dt}\right)_{\rm coll}=-\frac{g_\lambda}{\tau}+\sum_{\lambda'}w_{\lambda\lambda'}g_{\lambda'} .
\label{eq:return}
\end{equation}
The modes at $\mathbf k'$ and $-\mathbf k'$ have the same frequency, and their polarization vectors can be chosen equal up to sign. The factor $(\mathbf e\cdot\mathbf e')^2$ is then the same for both. If $g$ is odd, $g_{-\mathbf k',j'}=-g_{\mathbf k',j'}$, the contributions to the sum cancel in pairs. Every odd deviation therefore decays at the rate $1/\tau$, with no correction for the angle of scattering.

A temperature gradient produces a deviation of this kind. Let $\mathbf v_\lambda$ be the group velocity, of magnitude $v_j$ and directed along $\mathbf k$. The steady linearized Boltzmann equation is
\begin{equation}
\mathbf v_\lambda\cdot\nabla T\,\frac{\partial n^0}{\partial T}
=-\frac{g_\lambda}{\tau}+\sum_{\lambda'}w_{\lambda\lambda'}g_{\lambda'} .
\end{equation}
Its left side is odd in $\mathbf k$, and
\begin{equation}
g_\lambda=-\tau\,\frac{\partial n^0}{\partial T}\,\mathbf v_\lambda\cdot\nabla T
\label{eq:g}
\end{equation}
is a solution, because the return term vanishes for it. So $\tau$ is also the relaxation time of the heat current under this collision operator.

For even deviations the return term can survive. Take a longitudinal quadrupole: at one frequency, $g=\tfrac32n_z^2-\tfrac12$ in the longitudinal branch, with $\mathbf n=\mathbf k/k$, and $g=0$ in the transverse branches. The return into a longitudinal mode of direction $\mathbf n$ requires an average of four direction components. By isotropy,
\begin{equation}
\overline{n'_\alpha n'_\beta n'_\gamma n'_\delta}
=\tfrac1{15}\left(\delta_{\alpha\beta}\delta_{\gamma\delta}+\delta_{\alpha\gamma}\delta_{\beta\delta}+\delta_{\alpha\delta}\delta_{\beta\gamma}\right),
\end{equation}
where the factor $1/15$ follows by setting $\alpha=\beta$ and $\gamma=\delta$ and summing: the left side gives 1 and the bracket gives $9+3+3=15$. Hence $\overline{(\mathbf n\cdot\mathbf n')^2n_z'^2}=(1+2n_z^2)/15$, and
\begin{align}
\int(\mathbf n\cdot\mathbf n')^2\left(\tfrac32n_z'^2-\tfrac12\right)d\Omega'
&=4\pi\left[\frac{1+2n_z^2}{10}-\frac16\right]\nonumber\\
&=4\pi\,\frac{2}{15}\left(\tfrac32n_z^2-\tfrac12\right).
\end{align}
Multiplying by the prefactor $V_0\Gamma\omega^4/(16\pi^2v_L^3)$ of Eq.~\eqref{eq:diff} and dividing by the loss $g/\tau$ gives
\begin{equation}
\frac{\text{return}}{\text{loss}}=\frac{2}{15}\,\frac{v^3}{v_L^3}.
\label{eq:quad}
\end{equation}
The longitudinal part of this deviation starts to decay a little more slowly than $1/\tau$.

Mass disorder alone does not give this model a finite thermal conductivity. With Eq.~\eqref{eq:g}, each mode adds to the heat current a term proportional to $\omega v_j^2\tau\,\partial n^0/\partial T$. At low frequency $\omega\,\partial n^0/\partial T$ tends to Boltzmann's constant, the density of modes is proportional to $\omega^2$, and $\tau$ is proportional to $\omega^{-4}$. The integral behaves as $\int d\omega/\omega^2$ and diverges at its lower limit. Another process, such as scattering at the surfaces, must limit the long waves.

\subsection*{(g) A worked example}

\textbf{Question.} A model solid has $V_0=20$~\AA$^3$, $\hbar v_L=0.035$~eV\,\AA\ and $\hbar v_T=0.021$~eV\,\AA. One fifth of its atoms are heavier than the rest by 5\%. Find the scattering rate and the mean free paths at phonon energy $\hbar\omega=0.010$~eV.

\textbf{Solution.} Equation~\eqref{eq:Gamma} with $x=0.2$ and $r=1.05$ gives
\begin{equation}
\Gamma=\frac{0.2\times0.8\times0.05^2}{1.01^2}=3.92\times10^{-4}.
\end{equation}
The mean velocity follows from Eq.~\eqref{eq:vD}:
\begin{equation}
\hbar v=\left[\frac13\left(\frac1{0.035^3}+\frac2{0.021^3}\right)\right]^{-1/3}\text{eV\,\AA}
=0.0232\ \text{eV\,\AA}.
\end{equation}
It lies close to the transverse value, because the two slow transverse branches together offer most of the final states. To judge the frequency, replace the Brillouin zone by a sphere that holds $N$ wave vectors. Its radius is $k_D=(6\pi^2/V_0)^{1/3}=1.44$~\AA$^{-1}$, and the Debye energy $\hbar vk_D$ is $0.033$~eV. The transverse wave vector at the chosen energy is $0.010/0.021=0.48$~\AA$^{-1}$, well inside the sphere. This makes the linear model self-consistent, but it does not make the bending of real branches negligible. In a cubic lattice with one atom per cell the rate is proportional to $\omega^2$ times the density of states. For a face-centred cubic lattice with nearest-neighbour springs, the density of states at $0.3$ of the Debye frequency already exceeds the Debye value by about 20\%, and at $0.1$ by about 2\%. The numbers below belong to the linear model.

With $\hbar$ restored, Eq.~\eqref{eq:result} reads
\begin{equation}
\frac{\hbar}{\tau}=\frac{V_0\Gamma(\hbar\omega)^4}{4\pi(\hbar v)^3}
=\frac{20\times3.92\times10^{-4}\times(0.010)^4}{4\pi\times(0.02323)^3}\ \text{eV}
=4.98\times10^{-7}\ \text{eV}.
\end{equation}
This corresponds to $1/\tau=0.756$ per nanosecond. The ratio of $\hbar/\tau$ to the phonon energy is $5.0\times10^{-5}$, so the wave is very weakly damped. The mean free path of branch $j$ is $v_j\tau=\hbar v_j/(\hbar/\tau)$:
\begin{equation}
v_L\tau=7.0\times10^4\ \text{\AA},\qquad v_T\tau=4.2\times10^4\ \text{\AA}.
\end{equation}
The lifetimes are equal, and the paths differ because the speeds do. At half the phonon energy $\hbar/\tau$ falls by $2^4=16$ to $3.1\times10^{-8}$~eV.

The kind of mean velocity matters. The arithmetic mean $(v_L+2v_T)/3$ corresponds to $0.0257$~eV\,\AA, and its use would give $0.74$ of the rate found above, an error of 26\% relative to that rate. For the longitudinal quadrupole, Eq.~\eqref{eq:quad} gives a return of $0.039$ of the loss. The skewness ratio of Eq.~\eqref{eq:skew} is $0.6\times0.05/1.01=0.03$, so this mixture is close to the leading-order regime unless the uncalculated factor is large.

\subsection*{(h) The decay seen in the motion of the atoms}

\textbf{Question.} How can the decay rate be read from Newton's equations for a disordered crystal, without the golden rule, and what does such a calculation give?

\textbf{Solution.} Classical motion is sufficient: the crystal is harmonic, so quantum averages of displacement and momentum obey Newton's equations, and the rate does not depend on the occupation. Launch one travelling wave and follow the projections
\begin{equation}
u_{\mathbf k}=\sum_i\mathbf e\cdot\mathbf u_i\,e^{-i\mathbf k\cdot\mathbf R_i},\qquad
p_{\mathbf k}=\sum_i\mathbf e\cdot\mathbf p_i\,e^{-i\mathbf k\cdot\mathbf R_i}.
\end{equation}
Use the same $\mathbf e$ for $\mathbf k$ and $-\mathbf k$, and let $a_{\pm}$ be the classical amplitudes of these two waves. The mode expansions of $\mathbf u_i$ and $\mathbf p_i$ give
\begin{equation}
u_{\mathbf k}=\sqrt{\frac{N}{2\bar m\omega}}\,(a_++a_-^*),\qquad
p_{\mathbf k}=-i\sqrt{\frac{N\bar m\omega}{2}}\,(a_+-a_-^*).
\end{equation}
In the product $u_{\mathbf k}^*p_{\mathbf k}$ the cross terms are $-i(N/2)(a_-a_+-a_+^*a_-^*)$. The bracket is a number minus its complex conjugate, so the cross terms are real. What remains is
\begin{equation}
-\operatorname{Im}(u_{\mathbf k}^*p_{\mathbf k})=\frac N2\left(|a_+|^2-|a_-|^2\right).
\end{equation}
The backward wave is one of very many final modes and receives a negligible share of the lost occupation. This quantity therefore decays as the occupation of the launched wave.

The calculation used a periodic simple cubic crystal of $33^3=35\,937$ atoms, in units where the lattice constant $a$, $v_L$ and $\bar m$ are 1, with $v_T=0.6$ as in part (g). The forces were evaluated by Fourier transformation, so that the uniform crystal has linear branches throughout its zone. The equations of motion were integrated by the velocity Verlet method with time step $0.2$. The rate is minus the slope of a straight line fitted to the logarithm of the occupation. The fit begins after time 6, to reduce the influence of the initial transient, and ends at time 32, before waves of the launched frequency can travel around the box.

Two mixtures were used, each with one random arrangement of the masses. In mixture A half the atoms are heavier by 10\%, and in mixture B one fifth are heavier by 5\%. For a longitudinal wave with $\omega=1.487$ in mixture A, $\Gamma=0.25\times0.1^2/1.05^2=2.27\times10^{-3}$ and $v^3=3/(1+2/0.6^3)=0.292$. The formula then gives $3.02\times10^{-3}$, and the motion gives $3.00\times10^{-3}$, both in units of $v_L/a$. The ratios of the rate from the motion to the formula are:
\begin{center}
\begin{tabular}{lccc}
wave & $\omega a/v_L$ & A & B\\
longitudinal & 0.893 & 1.00 & 1.06\\
longitudinal & 1.487 & 0.99 & 1.02\\
transverse & 0.892 & 0.94 & 1.00\\
transverse & 1.490 & 1.00 & 1.03
\end{tabular}
\end{center}
The mean ratio is $1.005$, and single values differ from 1 by up to 6\%. The calculation does not separate the possible sources of these differences, which include the finite number of final modes, the time step and higher orders in the disorder. With the ratios averaged over the two mixtures, the frequency exponent between the lower and the higher frequency is $3.97$ for longitudinal and $4.10$ for transverse waves, compared with 4 in Eq.~\eqref{eq:result}. The last digits are not significant. From one arrangement of the masses to another, single ratios scatter by about 1.5 to 3\%, their mean by about $0.01$ and each exponent by about $0.05$. Halving the time step lowers the ratio of the faster-oscillating transverse wave in mixture A by about $0.01$. At nearly equal frequency the two kinds of wave decay at nearly equal rates, although their speeds differ by a factor of $0.6$.
